# Parity and Triangle Rules for Coulomb and Breit Multipoles: verification in Python

```python
"""
Selection rules for the multipoles of the Breit interaction between Dirac orbitals.

Orbital: (1/r) (P chi_kappa, i Q chi_-kappa); l, j follow from kappa.
Result under test, for a vertex a -> c and multipole rank k:
  Coulomb / electric type : triangle(ja,k,jc) and la+lc+k even
  magnetic type           : triangle(ja,k,jc) and la+lc+k odd and kappa_a+kappa_c != 0
The magnetic two-electron element is
  -(ka+kc)(kb+kd)/(k(k+1)) sum_q (-1)^q <-ka|C_kq|kc> <-kb|C_k-q|kd> R_k[Wac,Wbd],
with W = P Q' + Q P', C_kq = sqrt(4 pi/(2k+1)) Y_kq and
R_k the double radial integral with kernel r_<^k / r_>^(k+1).
Magnetic quantum numbers are stored doubled (integers). Atomic units.
"""
from functools import lru_cache
from math import factorial, sqrt, pi, gamma as gamma_function
import numpy as np
from scipy import constants
from scipy.special import lpmv
from sympy import Rational
from sympy.physics.wigner import clebsch_gordan

ALPHA = constants.alpha
HARTREE_EV = constants.physical_constants["Hartree energy in eV"][0]

# ---------- quadrature on the unit sphere ----------
nodes, node_weights = np.polynomial.legendre.leggauss(16)
n_phi = 32
cos_t = np.repeat(nodes, n_phi)
phi = np.tile(2 * pi * np.arange(n_phi) / n_phi, len(nodes))
weight = np.repeat(node_weights, n_phi) * 2 * pi / n_phi
sin_t = np.sqrt(1 - cos_t**2)
rhat = np.array([sin_t * np.cos(phi), sin_t * np.sin(phi), cos_t])


def orbital_l(kappa):
    return kappa if kappa > 0 else -kappa - 1


def twice_j(kappa):
    return 2 * abs(kappa) - 1


def sublevels(kappa):
    return range(-twice_j(kappa), twice_j(kappa) + 1, 2)


@lru_cache(None)
def harmonic(k, q):
    """C_kq on the grid, Condon-Shortley phase."""
    if abs(q) > k:
        return np.zeros_like(phi, dtype=complex)
    if q < 0:
        return (-1) ** (-q) * np.conj(harmonic(k, -q))
    norm = sqrt(factorial(k - q) / factorial(k + q))
    return norm * lpmv(q, k, cos_t) * np.exp(1j * q * phi)


@lru_cache(None)
def spinor(kappa, tm):
    """Spherical spinor chi_kappa,m from explicit l-s coupling."""
    l, m = orbital_l(kappa), tm / 2
    plus, minus = sqrt((l + m + 0.5) / (4 * pi)), sqrt((l - m + 0.5) / (4 * pi))
    up, down = (plus, minus) if kappa < 0 else (-minus, plus)
    return np.array([up * harmonic(l, (tm - 1) // 2), down * harmonic(l, (tm + 1) // 2)])


@lru_cache(None)
def spin_current(kappa1, tm1, kappa2, tm2):
    """Vector chi1^dagger sigma chi2 on the grid."""
    (u1, d1), (u2, d2) = np.conj(spinor(kappa1, tm1)), spinor(kappa2, tm2)
    return np.array([u1 * d2 + d1 * u2, -1j * u1 * d2 + 1j * d1 * u2, u1 * u2 - d1 * d2])


@lru_cache(None)
def vector_fields(k, q):
    """L C_kq (magnetic), rhat C_kq (radial), r grad C_kq (gradient)."""
    raised = sqrt((k - q) * (k + q + 1)) * harmonic(k, q + 1)
    lowered = sqrt((k + q) * (k - q + 1)) * harmonic(k, q - 1)
    magnetic = np.array([(raised + lowered) / 2, (raised - lowered) / 2j, q * harmonic(k, q)])
    gradient = -1j * np.cross(rhat, magnetic, axis=0)
    return magnetic, rhat * harmonic(k, q), gradient


def spin_integral(kappa1, tm1, field, kappa2, tm2):
    return np.sum(weight * np.sum(field * spin_current(kappa1, tm1, kappa2, tm2), axis=0))


# ---------- derived angular formula ----------
def triangle(kappa1, k, kappa2):
    t1, t2 = twice_j(kappa1), twice_j(kappa2)
    return abs(t1 - t2) <= 2 * k <= t1 + t2


@lru_cache(None)
def coupling(tj, tm, k, q, tjp, tmp):
    half = lambda n: Rational(n, 2)
    return float(clebsch_gordan(half(tj), k, half(tjp), half(tm), q, half(tmp)))


def c_element(kappa1, tm1, k, kappa2, tm2):
    """<kappa1 m1| C_kq |kappa2 m2> with q = m1 - m2."""
    q = (tm1 - tm2) // 2
    if not triangle(kappa1, k, kappa2) or abs(q) > k:
        return 0.0
    if (orbital_l(kappa1) + orbital_l(kappa2) + k) % 2:
        return 0.0
    t1, t2 = twice_j(kappa1), twice_j(kappa2)
    sign = 1 if kappa1 * kappa2 > 0 else -1
    return (sign * sqrt((t2 + 1) / (t1 + 1)) * coupling(t2, tm2, k, q, t1, tm1)
            * coupling(t2, 1, k, 0, t1, 1))


def magnetic_angular(k, a, b, c, d):
    """Angular factor of the magnetic element <ab|B|cd>; states are (kappa, 2m)."""
    q = (a[0 + 1] - c[1]) // 2
    factor = -(a[0] + c[0]) * (b[0] + d[0]) / (k * (k + 1)) * (-1) ** abs(q)
    return factor * c_element(-a[0], a[1], k, c[0], c[1]) * c_element(-b[0], b[1], k, d[0], d[1])


# ---------- test: all vertices and the full selection table ----------
kappas = [-3, -2, -1, 1, 2, 3]
strength = {}
count = dict(triangle=0, coulomb=0, magnetic=0, excluded=0)
largest_error = 0.0
for ka in kappas:
    for kc in kappas:
        for k in range(7):
            coulomb = magnetic = electric = 0.0
            for ma in sublevels(ka):
                for mc in sublevels(kc):
                    q = (ma - mc) // 2
                    if abs(q) > k:
                        continue
                    overlap = np.sum(np.conj(spinor(ka, ma)) * spinor(kc, mc), axis=0)
                    c_quad = np.sum(weight * overlap * harmonic(k, q))
                    same = c_element(ka, ma, k, kc, mc)
                    flipped = c_element(-ka, ma, k, kc, mc)
                    pq, qp = [], []
                    for field in vector_fields(k, q):
                        pq.append(1j * spin_integral(ka, ma, field, -kc, mc))
                        qp.append(-1j * spin_integral(-ka, ma, field, kc, mc))
                    expected_pq = [-1j * (ka + kc) * flipped, -1j * same, 1j * (ka - kc) * same]
                    expected_qp = [-1j * (ka + kc) * flipped, 1j * same, 1j * (ka - kc) * same]
                    error = max(abs(c_quad - same), np.max(np.abs(np.subtract(pq, expected_pq))),
                                np.max(np.abs(np.subtract(qp, expected_qp))))
                    largest_error = max(largest_error, error)
                    coulomb += abs(c_quad) ** 2
                    magnetic += abs(pq[0]) ** 2 / max(k * (k + 1), 1)
                    electric += abs(pq[1]) ** 2 + abs(pq[2]) ** 2
            strength[ka, kc, k] = coulomb, magnetic
            odd = (orbital_l(ka) + orbital_l(kc) + k) % 2 == 1
            tri = triangle(ka, k, kc)
            has_c, has_m, has_e = coulomb > 1e-16, magnetic > 1e-16, electric > 1e-16
            assert has_c == (tri and not odd)
            assert has_e == has_c
            assert has_m == (tri and odd and ka + kc != 0)
            count["triangle"] += tri
            count["coulomb"] += has_c
            count["magnetic"] += has_m
            count["excluded"] += tri and not has_c and not has_m
assert largest_error < 1e-11

# ---------- test: no accidental zero of the coupling coefficient ----------
checked = 0
smallest = 1.0
for t1 in range(1, 16, 2):
    for t2 in range(1, 16, 2):
        for k in range(abs(t1 - t2) // 2, (t1 + t2) // 2 + 1):
            value = abs(coupling(t2, 1, k, 0, t1, 1))
            smallest = min(smallest, value)
            checked += 1
assert smallest > 1e-6

# ---------- test: full interaction on two spheres, no multipole expansion ----------
r_one, r_two = 0.3, 1.0
separation = r_one * rhat[:, :, None] - r_two * rhat[:, None, :]
distance = np.sqrt(np.sum(separation**2, axis=0))


def orbital_current(a, c, pa, qa, pc, qc):
    return 1j * (pa * qc * spin_current(a[0], a[1], -c[0], c[1])
                 - qa * pc * spin_current(-a[0], a[1], c[0], c[1]))


def orbital_density(a, c, pa, qa, pc, qc):
    large = np.sum(np.conj(spinor(*a)) * spinor(*c), axis=0)
    small = np.sum(np.conj(spinor(-a[0], a[1])) * spinor(-c[0], c[1]), axis=0)
    return pa * pc * large + qa * qc * small


def sphere_elements(a, b, c, d, one, two):
    """Coulomb, Gaunt, Breit by direct integration, and the magnetic formula."""
    j1 = weight * orbital_current(a, c, *one)
    j2 = weight * orbital_current(b, d, *two)
    dot = np.einsum("in,im->nm", j1, j2)
    along = np.einsum("in,inm->nm", j1, separation) * np.einsum("im,inm->nm", j2, separation)
    gaunt = -np.sum(dot / distance)
    breit = -0.5 * np.sum(dot / distance + along / distance**3)
    rho1 = weight * orbital_density(a, c, *one)
    rho2 = weight * orbital_density(b, d, *two)
    coulomb = np.sum(np.outer(rho1, rho2) / distance)
    w1 = one[0] * one[3] + one[1] * one[2]
    w2 = two[0] * two[3] + two[1] * two[2]
    formula = sum(magnetic_angular(k, a, b, c, d) * r_one**k / r_two ** (k + 1)
                  for k in range(1, 7)) * w1 * w2
    return coulomb, gaunt, breit, formula


# same orbital at electron one (only magnetic currents), general pair at electron two
mixed = sphere_elements((-2, 3), (-3, 1), (-2, 1), (2, 3),
                        (0.9, -0.4, 0.9, -0.4), (0.7, 0.5, 1.1, -0.3))
# s1/2 - p3/2 exchange with |q| = 2
s_state, p_state = (-1, 1), (-2, -3)
exchange = sphere_elements(s_state, p_state, p_state, s_state,
                           (0.9, -0.4, 0.6, -0.2), (0.7, -0.3, 1.1, -0.5))
for case in (mixed, exchange):
    assert abs(case[3]) > 1e-4
    assert abs(case[2] - case[3]) < 1e-10
    assert abs(case[1] - case[3]) < 1e-10
assert abs(exchange[0]) < 1e-12

# ---------- hydrogenic Dirac orbitals without radial nodes, kappa = -n ----------
def nodeless_orbital(n, charge):
    power = sqrt(n**2 - (charge * ALPHA) ** 2)
    decay = charge / n
    ratio = (power - n) / (charge * ALPHA)
    norm = sqrt((2 * decay) ** (2 * power + 1) / (gamma_function(2 * power + 1) * (1 + ratio**2)))
    large = lambda r: norm * r**power * np.exp(-decay * r)
    return large, lambda r: ratio * large(r), power, ratio


def radial_integral(k, f, g, charge):
    x = np.linspace(-12, 5, 700)
    r = np.exp(x)[:, None] / charge
    u, wu = np.polynomial.legendre.leggauss(60)
    u, wu = (u + 1) / 2, wu / 2
    t = u**2
    inner = np.sum(wu * 2 * u * t**k * (f(r * t) * g(r) + f(r) * g(r * t)), axis=1)
    return np.sum(inner * r[:, 0]) * (x[1] - x[0])


def ground_pair(charge):
    """First-order Coulomb and Breit energies of 1s^2, and R_1[PQ,PQ]."""
    p, q, _, _ = nodeless_orbital(1, charge)
    density = lambda r: p(r) ** 2 + q(r) ** 2
    product = lambda r: p(r) * q(r)
    r1 = radial_integral(1, product, product, charge)
    up, down = (-1, 1), (-1, -1)
    direct = magnetic_angular(1, up, down, up, down) * 4 * r1
    swapped = magnetic_angular(1, up, down, down, up) * 4 * r1
    return radial_integral(0, density, density, charge), direct, swapped, r1


Z = 79
light_speed = 1 / ALPHA
for n in (1, 2):
    p, q, power, _ = nodeless_orbital(n, Z)
    energy = light_speed**2 * power / n
    r, h = 0.02, 1e-6
    dp, dq = (p(r + h) - p(r - h)) / (2 * h), (q(r + h) - q(r - h)) / (2 * h)
    upper = -light_speed * (dq + n * q(r) / r) + (light_speed**2 - Z / r - energy) * p(r)
    lower = light_speed * (dp - n * p(r) / r) - (energy + light_speed**2 + Z / r) * q(r)
    scale = light_speed**2 * abs(p(r))
    assert abs(upper) < 1e-6 * scale and abs(lower) < 1e-6 * scale

# low-charge limits: 5Z/8 and the spin contact energy alpha^2 Z^3/4 (corrections ~ (Z alpha)^2)
light = ground_pair(1)
light_breit = light[1] - light[2]
assert abs(light[0] / 0.625 - 1) < 1e-3
assert abs(light_breit / (ALPHA**2 / 4) - 1) < 1e-3

coulomb_pair, direct_pair, swapped_pair, r1_pair = ground_pair(Z)
breit_pair = direct_pair - swapped_pair
assert abs(breit_pair - 8 / 3 * r1_pair) < 1e-9

p1, q1, power1, ratio1 = nodeless_orbital(1, Z)
p2, q2, power2, ratio2 = nodeless_orbital(2, Z)
cross_density = lambda r: p1(r) * p2(r) + q1(r) * q2(r)
cross_w = lambda r: p1(r) * q2(r) + q1(r) * p2(r)
r1_exchange = radial_integral(1, cross_density, cross_density, Z)
r2_exchange = radial_integral(2, cross_w, cross_w, Z)
angular_exchange = magnetic_angular(2, s_state, p_state, p_state, s_state)

# ---------- output ----------
print("Selection table, |kappa| <= 3, k = 0..6 (ordered pairs a,c)")
print("  channels satisfying the triangle rule:", count["triangle"])
print("  Coulomb channels:", count["coulomb"])
print("  magnetic channels:", count["magnetic"])
print("  neither, all with kappa_c = -kappa_a:", count["excluded"])
print(f"  largest vertex error, quadrature vs formula: {largest_error:.1e}")
print(f"Coupling coefficients checked up to j = 15/2: {checked}, smallest magnitude {smallest:.4f}")
print("Squared angular strengths summed over sublevels (dimensionless)")
for label, ka, kc in (("s1/2-p1/2", -1, 1), ("s1/2-p3/2", -1, -2),
                      ("p3/2-p3/2", -2, -2), ("p3/2-d3/2", -2, 2)):
    for k in range(4):
        if triangle(ka, k, kc):
            sc, sm = strength[ka, kc, k]
            print(f"  {label} k={k}: Coulomb {sc:.6f}, magnetic {sm:.6f}")
print(f"Two-sphere test, radii {r_one} and {r_two} (model units)")
print(f"  p3/2,d5/2 -> p3/2,d3/2: Gaunt {mixed[1].real:.8f}, Breit {mixed[2].real:.8f}, "
      f"formula {mixed[3]:.8f}")
print(f"  s1/2-p3/2 exchange, |q|=2: Coulomb magnitude {abs(exchange[0]):.1e}")
print(f"    Gaunt {exchange[1].real:.8f}, Breit {exchange[2].real:.8f}, formula {exchange[3]:.8f}")
print(f"Low-charge check Z=1: Breit energy / (alpha^2/4) = {light_breit / (ALPHA**2 / 4):.6f}")
print(f"Gold, Z = {Z}, point nucleus, hydrogenic Dirac orbitals; Z*alpha = {Z * ALPHA:.6f}")
print(f"  1s: radial power {power1:.6f}, Q/P = {ratio1:.6f}")
print(f"  2p3/2: radial power {power2:.6f}, Q/P = {ratio2:.6f}")
print(f"  1s^2 R_1[PQ,PQ] = {r1_pair:.6f} hartree")
print(f"  1s^2 Breit direct element = {direct_pair:.6f} hartree")
print(f"  1s^2 Breit swapped element = {swapped_pair:.6f} hartree")
print(f"  1s^2 Breit energy = {breit_pair:.5f} hartree = {breit_pair * HARTREE_EV:.2f} eV")
print(f"  1s^2 Coulomb energy = {coulomb_pair:.5f} hartree = {coulomb_pair * HARTREE_EV:.2f} eV")
print(f"  Breit/Coulomb ratio = {breit_pair / coulomb_pair:.5f}")
print(f"  1s-2p3/2 Coulomb R_1 = {r1_exchange:.6f} hartree")
print(f"  1s-2p3/2 magnetic R_2[W,W] = {r2_exchange:.6f} hartree")
print(f"  |q|=2 exchange: angular factor {angular_exchange:.6f}, "
      f"Breit element {angular_exchange * r2_exchange:.6f} hartree")
print("finished without a failed check")
```

Printed output:

```
Selection table, |kappa| <= 3, k = 0..6 (ordered pairs a,c)
  channels satisfying the triangle rule: 112
  Coulomb channels: 56
  magnetic channels: 44
  neither, all with kappa_c = -kappa_a: 12
  largest vertex error, quadrature vs formula: 3.5e-15
Coupling coefficients checked up to j = 15/2: 408, smallest magnitude 0.0626
Squared angular strengths summed over sublevels (dimensionless)
  s1/2-p1/2 k=0: Coulomb 0.000000, magnetic 0.000000
  s1/2-p1/2 k=1: Coulomb 0.666667, magnetic 0.000000
  s1/2-p3/2 k=1: Coulomb 1.333333, magnetic 0.000000
  s1/2-p3/2 k=2: Coulomb 0.000000, magnetic 1.200000
  p3/2-p3/2 k=0: Coulomb 4.000000, magnetic 0.000000
  p3/2-p3/2 k=1: Coulomb 0.000000, magnetic 2.133333
  p3/2-p3/2 k=2: Coulomb 0.800000, magnetic 0.000000
  p3/2-p3/2 k=3: Coulomb 0.000000, magnetic 1.371429
  p3/2-d3/2 k=0: Coulomb 0.000000, magnetic 0.000000
  p3/2-d3/2 k=1: Coulomb 0.266667, magnetic 0.000000
  p3/2-d3/2 k=2: Coulomb 0.000000, magnetic 0.000000
  p3/2-d3/2 k=3: Coulomb 1.028571, magnetic 0.000000
Two-sphere test, radii 0.3 and 1.0 (model units)
  p3/2,d5/2 -> p3/2,d3/2: Gaunt -0.00487638, Breit -0.00487638, formula -0.00487638
  s1/2-p3/2 exchange, |q|=2: Coulomb magnitude 1.7e-37
    Gaunt -0.00616896, Breit -0.00616896, formula -0.00616896
Low-charge check Z=1: Breit energy / (alpha^2/4) = 1.000016
Gold, Z = 79, point nucleus, hydrogenic Dirac orbitals; Z*alpha = 0.576491
  1s: radial power 0.817104, Q/P = -0.317258
  2p3/2: radial power 1.915113, Q/P = -0.147248
  1s^2 R_1[PQ,PQ] = 2.765816 hartree
  1s^2 Breit direct element = 2.458503 hartree
  1s^2 Breit swapped element = -4.917005 hartree
  1s^2 Breit energy = 7.37551 hartree = 200.70 eV
  1s^2 Coulomb energy = 57.11225 hartree = 1554.10 eV
  Breit/Coulomb ratio = 0.12914
  1s-2p3/2 Coulomb R_1 = 3.689643 hartree
  1s-2p3/2 magnetic R_2[W,W] = 0.515562 hartree
  |q|=2 exchange: angular factor -0.240000, Breit element -0.123735 hartree
finished without a failed check
```
